# Imaginary-time projection of H2 within its symmetry sectors

## Problem

Two electrons move in the field of two protons fixed $1.4$ bohr apart. The basis is STO-3G, with one real function on each atom, $a$ and $b$, whose overlap is $s$. Inversion through the bond midpoint exchanges $a$ and $b$, so the orthonormal symmetry orbitals are

$$g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}}.$$

Hartree atomic units are used. Imaginary time $\tau$ therefore has the unit hartree$^{-1}$. With

$$(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d^3r_1\,d^3r_2 ,$$

the integrals computed in this basis are, in hartree:

- one-electron energies $h_g=-1.2528$ and $h_u=-0.4756$;
- Coulomb integrals $J_{gg}=(gg|gg)=0.6746$, $J_{uu}=(uu|uu)=0.6975$, $J_{gu}=(gg|uu)=0.6636$;
- exchange integral $K=(gu|gu)=0.1813$;
- nuclear repulsion $V=0.7143$.

Determinants are written $|p{\uparrow}q{\downarrow}\rangle=c^\dagger_{p\uparrow}c^\dagger_{q\downarrow}|0\rangle$, and likewise for other spins. The two starting determinants are

$$|G\rangle=|g{\uparrow}g{\downarrow}\rangle,\qquad |T\rangle=|g{\uparrow}u{\uparrow}\rangle .$$

(a) To which state does $e^{-\tau H}|\Phi\rangle$ converge in direction when $|\Phi\rangle$ has definite symmetry?

(b) Sort the six two-electron determinants by symmetry and find the matrix elements of $H$ needed for $|G\rangle$ and $|T\rangle$.

(c) Propagate $|G\rangle$. Find its energy as a function of $\tau$, and the limit.

(d) Propagate $|T\rangle$. Does it fall to the limit found in (c)?

## Hints

1. Expand the start in eigenstates of $H$. An operator that commutes with $H$ also commutes with $e^{-\tau H}$.
2. Inversion leaves $g$ unchanged and reverses the sign of $u$. For spin, use $S^2=S_-S_++S_z(S_z+1)$.
3. Subtract the mean diagonal energy from a $2\times2$ block, then square what remains.
4. Count the determinants that have $M_S=1$.

## Solution

### (a) The limit within a sector

Let $H|n\rangle=E_n|n\rangle$. Then

$$e^{-\tau H}|\Phi\rangle=\sum_n e^{-\tau E_n}|n\rangle\langle n|\Phi\rangle .$$

Suppose $[H,O]=0$ and $O|\Phi\rangle=o|\Phi\rangle$. Since $O$ commutes with every power of $H$,

$$O\,e^{-\tau H}|\Phi\rangle=e^{-\tau H}O|\Phi\rangle=o\,e^{-\tau H}|\Phi\rangle .$$

The propagated state keeps the value $o$, so no eigenstate with another value can enter. Let $|L\rangle$ be the lowest eigenstate in the sum with $\langle L|\Phi\rangle\neq0$. Relative to it, a higher term shrinks as $e^{-\tau(E_n-E_L)}$. The limit is thus the lowest state of the sector, provided that the start overlaps it. Without that overlap, the projection ends at a higher state. If several eigenstates in the sum share the energy $E_L$, none shrinks relative to the others, and the limit is the projection of $|\Phi\rangle$ onto that degenerate level.

### (b) Sectors and matrix elements

$H$ commutes with $S^2$, $S_z$ and inversion. The parity of a determinant is $(-1)^{N_u}$, where $N_u$ counts electrons in $u$.

- $|G\rangle$ and $|U\rangle=|u{\uparrow}u{\downarrow}\rangle$ have even parity and $M_S=0$. The operator $S_+$ would put two up spins into one orbital, so it gives zero. Hint 2 then gives $S^2=0$: both are singlets.
- $|T\rangle$ has odd parity and $M_S=1$. Again $S_+|T\rangle=0$, so $S^2=1\cdot2=2$: a triplet. Its mirror image $|g{\downarrow}u{\downarrow}\rangle$ has $M_S=-1$.
- $|D\rangle=|g{\uparrow}u{\downarrow}\rangle$ and $|D'\rangle=|u{\uparrow}g{\downarrow}\rangle$ have odd parity and $M_S=0$. They are needed in the first variation.

The spatial parts of $|G\rangle$ and $|U\rangle$ are $g(1)g(2)$ and $u(1)u(2)$, with the same singlet spin function. Hence

$$E_G=2h_g+J_{gg}+V=-2.5056+0.6746+0.7143=-1.1167,$$
$$E_U=2h_u+J_{uu}+V=-0.9512+0.6975+0.7143=0.4606,$$

in hartree. In $\langle U|H|G\rangle$ each one-electron term contains the factor $\langle u|g\rangle=0$ from the other electron, and $V$ drops out for the same reason. The repulsion leaves $(ug|ug)=K$, with a positive sign.

The spatial part of $|T\rangle$ is $[g(1)u(2)-u(1)g(2)]/\sqrt2$. The two direct repulsion terms give $J_{gu}/2$ each, and the two cross terms give $-K/2$ each. Therefore

$$E_T=h_g+h_u+J_{gu}-K+V=-0.5318\ \text{hartree}.$$

### (c) The singlet start

Define $\bar E=(E_G+E_U)/2$ and $\delta=(E_U-E_G)/2$. In the basis $(|G\rangle,|U\rangle)$,

$$M=H-\bar E=\begin{pmatrix}-\delta&K\\K&\delta\end{pmatrix},\qquad M^2=(\delta^2+K^2)\,1=\Delta^2\,1 .$$

$M$ has zero trace, so its eigenvalues are $\pm\Delta$. The two singlet energies are $E_0=\bar E-\Delta$ and $E_1=\bar E+\Delta$. In the exponential series the even powers of $M$ sum to a hyperbolic cosine and the odd powers to a hyperbolic sine:

$$e^{-\tau M}=\cosh\Delta\tau-\frac{M}{\Delta}\sinh\Delta\tau .$$

Since $M|G\rangle=-\delta|G\rangle+K|U\rangle$, the coefficients of the propagated state, apart from the common factor $e^{-\tau\bar E}$, are

$$c_G=\cosh\Delta\tau+\frac{\delta}{\Delta}\sinh\Delta\tau,\qquad c_U=-\frac{K}{\Delta}\sinh\Delta\tau .$$

The mixed energy has the starting determinant on the left and the propagated state $|\psi\rangle$ on the right:

$$E_{\rm mix}(\tau)=\frac{\langle G|H|\psi\rangle}{\langle G|\psi\rangle}=E_G+K\frac{c_U}{c_G}=E_G-\frac{K^2\tanh\Delta\tau}{\Delta+\delta\tanh\Delta\tau}.$$

As $\tau\to\infty$ the hyperbolic tangent tends to 1. With $K^2=(\Delta-\delta)(\Delta+\delta)$ and $E_G=\bar E-\delta$,

$$E_{\rm mix}\to E_G-(\Delta-\delta)=\bar E-\Delta=E_0 .$$

This is the lower singlet gerade level. The numbers, in hartree, are $\delta=0.7886$, $\Delta=\sqrt{0.7886^2+0.1813^2}=0.8092$ and $\bar E=-0.3281$, so that

$$E_0=-0.3281-0.8092=-1.1373 .$$

The projection lowers the energy of $|G\rangle$ by $\Delta-\delta=0.0206$ hartree, by mixing in $|U\rangle$ with a negative coefficient. If $K\to0$ at fixed $\delta>0$, this lowering vanishes and $|G\rangle$ is itself an eigenstate.

The speed follows from the weights $w_0$ and $w_1=1-w_0$ of the two eigenstates in $|G\rangle$. From $E_G=w_0E_0+w_1E_1=\bar E-\Delta(w_0-w_1)$ one finds $w_0-w_1=\delta/\Delta$, hence

$$w_0=\tfrac12\left(1+\frac{\delta}{\Delta}\right)=0.9873,\qquad w_1=0.0127 .$$

The required overlap is present. Inserting the eigenstates into the mixed energy gives

$$E_{\rm mix}-E_0=\frac{2\Delta\,w_1e^{-2\Delta\tau}}{w_0+w_1e^{-2\Delta\tau}} .$$

At $\tau=1$, $e^{-1.6184}=0.198$, and the excess is $1.6184\times0.0127\times0.198/0.990=0.0041$ hartree. The rate $2\Delta$ is the gap inside the sector; the triplet level plays no part.

The variational energy $\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ contains two factors $e^{-\tau H}$, which combine because they commute with $H$. It therefore equals $E_{\rm mix}(2\tau)$.

The table was obtained numerically, by repeatedly multiplying the six-component state vector by the matrix $e^{-0.25H}$ and normalizing. Energies are in hartree.

| $\tau$ | $G$, mixed | $G$, variational | $U$, variational |
|---:|---:|---:|---:|
| 0 | −1.1167 | −1.1167 | 0.4606 |
| 1 | −1.1332 | −1.1365 | 0.0818 |
| 2 | −1.1365 | −1.1372 | −0.9639 |
| 4 | −1.1372 | −1.1373 | −1.1370 |
| 8 | −1.1373 | −1.1373 | −1.1373 |

The start $|U\rangle$ has only the weight $w_1$ on the lower state, yet it reaches the same limit. A small but nonzero overlap with the lowest state of the sector costs time, not the result.

### (d) The triplet start

$|T\rangle$ is the one determinant with $M_S=1$. Since $H$ conserves $M_S$, $H|T\rangle$ must be a multiple of $|T\rangle$, and

$$e^{-\tau H}|T\rangle=e^{-\tau E_T}|T\rangle .$$

The start is already the lowest state of its sector, so convergence is immediate. Only the norm changes. It grows because $E_T$ is negative with the energy zero used here (a constant shift of $H$ changes only the norm, not the direction), and its logarithm is $-\tau E_T$, or $0.5318$ at $\tau=1$.

The state does not fall to $E_0$, although $E_0$ lies lower by

$$E_T-E_0=-0.5318+1.1373=0.6055\ \text{hartree}=16.48\ \text{eV}.$$

This is the gap at fixed nuclei in the minimal basis, not a prediction for the real molecule. It is far from converged: full configuration interaction at the same bond length gives $10.7$ eV in the cc-pVTZ basis and $10.6$ eV in aug-cc-pVTZ, about $6$ eV less, with $E_0=-1.1726$ hartree in the latter. A larger basis has further determinants with $M_S=1$ and odd parity. There $|T\rangle$ is in general no longer an eigenstate, and its projection takes time.

## Variation 1: an open-shell start with mixed spin

**Where does $|D\rangle=|g{\uparrow}u{\downarrow}\rangle$ go?** Opposite spins remove the exchange term from the diagonal energy, so $|D\rangle$ and $|D'\rangle$ both have energy $E_T+K$. Their coupling is $(gu|ug)=+K$. The eigenstates are

$$|\pm\rangle=\frac{|D\rangle\pm|D'\rangle}{\sqrt2},\qquad E_-=E_T,\quad E_+=E_T+2K .$$

Raising the down spin gives $S_+|D\rangle=|T\rangle$ and $S_+|D'\rangle=|u{\uparrow}g{\uparrow}\rangle=-|T\rangle$. Thus $S_+|+\rangle=0$, a singlet, while $S_+|-\rangle=\sqrt2\,|T\rangle$ gives $\langle S^2\rangle=2$, the triplet with $M_S=0$.

$|D\rangle$ contains both with weight one half. Its mixed energy, with $\langle D|$ on the left, and its spin are

$$E_{\rm mix}=E_T+\frac{2Ke^{-2K\tau}}{1+e^{-2K\tau}}=E_T+K(1-\tanh K\tau),\qquad \langle S^2\rangle=\frac{2}{1+e^{-4K\tau}} .$$

The spin expectation value uses the propagated state on both sides, hence the doubled exponent. At $\tau=4$ the energy is $-0.463$ hartree and $\langle S^2\rangle=1.896$; at $\tau=16$ they are $-0.531$ hartree and $2.000$. The limit is the lowest state with $M_S=0$ and odd parity. The rate $2K=0.3625$ hartree is much smaller than $2\Delta=1.6184$ hartree, so this projection is slower than that of $|G\rangle$. Both rates are minimal-basis values. In aug-cc-pVTZ the corresponding gaps are $0.079$ hartree (lowest odd singlet above lowest odd triplet) and $0.48$ hartree (between the two lowest even singlets), so the order is kept but both are three to five times smaller.

## Variation 2: a slightly contaminated triplet

**How long does $|T\rangle+\varepsilon|G\rangle$ remain a triplet?** The amplitude of the triplet is $e^{-\tau E_T}$, and that of the lower singlet is $\varepsilon\sqrt{w_0}\,e^{-\tau E_0}$ in magnitude. They are equal at

$$\tau^*=\frac{\ln[1/(\varepsilon\sqrt{w_0})]}{E_T-E_0} .$$

For $\varepsilon=10^{-6}$ this is $13.822/0.6055=22.83$ hartree$^{-1}$. The upper singlet has by then decayed by a further factor $e^{-2\Delta\tau^*}\approx e^{-37}$ relative to the lower one and can be ignored.

Direct propagation with the matrix exponential gives a variational energy of $-0.5318$ hartree at $\tau^*/2$, $-0.8345$ hartree at $\tau^*$, midway between the levels, and $-1.1373$ hartree at $3\tau^*/2$. The long plateau at $E_T$ is not the final limit. Symmetry protects the triplet only while the lower sector is empty; a numerical error that breaks the symmetry can supply the $\varepsilon$. Removing the singlet component during the propagation restores the protection.
